# Landau-Zener Classification of a Redox Couple at an Electrode: verification in Python

```python
# Result under test: Landau-Zener classification of a redox couple.
# x = nu_el/(2 nu), nu_el = (V^2/hbar) sqrt(pi/(lam kT)), nu = omega/(2 pi)
# P = 1-exp(-x): electron-transfer probability in one crossing passage
# kappa = 2P/(1+P): transmission factor at zero driving force
# V: effective coupling, lam: reorganisation energy, omega: angular solvent
# frequency, q: solvent coordinate (0 donor well, 1 acceptor well).
# Energies are in eV and times in s. Gamma = 2 pi rho |V_k|^2 is the level
# width at a metal, with V^2 = Gamma kT/2 at weak coupling.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

hbar = const.hbar / const.e
kT = const.k * 298.15 / const.e
lam = 1.0
omega = 1.0e13
nu = omega / (2 * np.pi)
couplings = [0.002, 0.010, 0.030]


def electronic_frequency(V):
    return V**2 / hbar * np.sqrt(np.pi / (lam * kT))


def exponent(V, w=omega):
    return electronic_frequency(V) / (2 * w / (2 * np.pi))


def transmission(x):
    P = -np.expm1(-x)
    return 2 * P / (1 + P)


def thermal_transmission(x):
    # flux-weighted Maxwell average; s^2 is kinetic energy divided by kT
    def f(s):
        return 2 * s * np.exp(-s*s) * transmission(x / (np.sqrt(np.pi) * s))
    parts = [(0, 0.01), (0.01, 0.2), (0.2, 2), (2, 8)]
    return sum(quad(f, a, b, epsabs=0, epsrel=1e-8, limit=200)[0]
               for a, b in parts)


def label(kappa):
    if kappa < 0.1:
        return "nonadiabatic"
    return "adiabatic" if kappa > 0.9 else "intermediate"


def donor(q):
    return lam * q**2


def acceptor(q):
    return lam * (q - 1)**2


# Mean speed and mean inverse speed from the Boltzmann distribution
def weight(w):
    return np.exp(-lam * w*w / kT)


norm = quad(weight, 0, 2, points=[0.2, 0.5])[0]
first = quad(lambda w: w * weight(w), 0, 2, points=[0.2, 0.5])[0]
speed = omega * first / norm
inverse_speed = norm / first / omega   # flux weighting: integral of w*(1/w)
formula_speed = omega * np.sqrt(kT / (np.pi * lam))
assert abs(speed / formula_speed - 1) < 1e-7
assert abs(inverse_speed * formula_speed - 1) < 1e-7

# Gap rate at the crossing, from the diabatic energies themselves
h = 1e-4
gap_change = ((donor(0.5 + h) - acceptor(0.5 + h))
              - (donor(0.5 - h) - acceptor(0.5 - h)))
gap_rate = gap_change / (2 * h) * speed


# Direct propagation of the two-state Schroedinger equation
def propagated_probability(V):
    v = V / np.sqrt(hbar * gap_rate)
    end = 40.0

    def hamiltonian(s):
        return np.array([[s / 2, v], [v, -s / 2]])
    start = np.linalg.eigh(hamiltonian(-end))[1][:, 0].astype(complex)
    sol = solve_ivp(lambda s, c: -1j * (hamiltonian(s) @ c), (-end, end),
                    start, method="DOP853", rtol=1e-9, atol=1e-11)
    lower = np.linalg.eigh(hamiltonian(end))[1][:, 0]
    return abs(lower @ sol.y[:, -1])**2


propagated = [propagated_probability(V) for V in couplings]
for V, p in zip(couplings, propagated):
    assert abs(p + np.expm1(-exponent(V))) < 2e-4


# Repeated passages followed one by one
def followed_passages(P):
    product, a_left, b_right = P, 1 - P, 0.0
    for _ in range(3000):
        product += b_right * (1 - P)
        a_left, b_right = b_right * P, a_left * P
    return product


for V in couplings:
    x = exponent(V)
    assert abs(followed_passages(-np.expm1(-x)) - transmission(x)) < 1e-10

# One-way thermal flux through the crossing
partition = quad(lambda q: np.exp(-donor(q) / kT), -2, 2,
                 points=[-0.5, 0, 0.5])[0]
flux = 0.5 * speed * np.exp(-donor(0.5) / kT) / partition
boltzmann = np.exp(-lam / (4 * kT))
assert abs(flux / (nu * boltzmann) - 1) < 1e-6

# Golden-rule rate from the time integral of the gap correlation function
s = np.linspace(-60, 60, 24001)
time_integral = np.sum(np.cos(lam*s) * np.exp(-lam*kT*s*s)) * (s[1]-s[0])


def golden_rate(V):
    return V**2 / hbar * time_integral


weak = 5e-5
weak_rate = flux * thermal_transmission(exponent(weak))
assert abs(weak_rate / golden_rate(weak) - 1) < 1e-3


# Boundary couplings: closed inversion against numerical root finding
def boundary(kappa):
    x = np.log((2 - kappa) / (2 - 2 * kappa))
    return np.sqrt(2 * nu * x * hbar * np.sqrt(lam * kT / np.pi))


for target in (0.1, 0.5, 0.9):
    root = brentq(lambda V: transmission(exponent(V)) - target, 1e-5, 0.1)
    assert abs(root / boundary(target) - 1) < 1e-8

# Metal electrode: sum over empty levels against the effective coupling
V_main = couplings[0]
Gamma = 2 * V_main**2 / kT
eps = np.linspace(-1.5, 1.5, 30001)
marcus = np.exp(-(lam + eps)**2 / (4*lam*kT)) / np.sqrt(4*np.pi*lam*kT)
metal_rate = Gamma/hbar * np.sum(expit(eps/kT)*marcus) * (eps[1]-eps[0])
metal_ratio = metal_rate / golden_rate(V_main)
# the next term of the expansion in kT/lam is about 0.01
assert abs(metal_ratio - (1 - np.pi**2 * kT / (4 * lam))) < 0.015


# Barrier on the lower adiabatic surface
def lower_surface(q, V):
    a, b = donor(q), acceptor(q)
    return (a + b) / 2 - np.sqrt((a - b)**2 / 4 + V**2)


barriers = []
for V in couplings:
    well = minimize_scalar(lambda q: lower_surface(q, V), bounds=(-0.3, 0.4),
                           method="bounded", options={"xatol": 1e-9}).fun
    barriers.append(lower_surface(0.5, V) - well)
    assert abs(barriers[-1] - (lam - 2*V)**2 / (4*lam)) < 1e-8

# Return time to the crossing on the donor curve, and Landau-Zener time
return_time = 2 / omega * np.arctan(2 * speed / omega)


def displacement(t):
    return (0.5*np.cos(omega*t) + speed/omega*np.sin(omega*t) - 0.5)


found = brentq(displacement, 0.5 * return_time, 2 * return_time, xtol=1e-22)
assert abs(found / return_time - 1) < 1e-6
crossing_time = np.sqrt(hbar / gap_rate)

# The verdicts must survive the average over thermal speeds
for V in couplings:
    x = exponent(V)
    assert label(transmission(x)) == label(thermal_transmission(x))
slow = exponent(V_main, omega / 10)
assert transmission(slow) > transmission(exponent(V_main))

print(f"temperature = {298.15:.2f} K")
print(f"kT = {1e3*kT:.3f} meV")
print(f"reorganisation energy = {lam:.2f} eV")
print(f"angular solvent frequency = {omega:.2e} s^-1")
print(f"solvent frequency nu = {nu:.4e} s^-1")
print(f"hbar*omega = {1e3*hbar*omega:.3f} meV")
print(f"mean speed of q = {speed:.4e} s^-1")
print(f"gap rate at mean speed = {gap_rate:.4e} eV/s")
print(f"Landau-Zener time = {1e15*crossing_time:.2f} fs")
print(f"return time on donor curve = {1e15*return_time:.2f} fs")
print(f"diabatic crossing height = {donor(0.5):.4f} eV")
print(f"Boltzmann factor of crossing = {boltzmann:.4e}")
for V, p, barrier in zip(couplings, propagated, barriers):
    x = exponent(V)
    print(f"--- coupling V = {1e3*V:.1f} meV")
    print(f"nu_el = {electronic_frequency(V):.4e} s^-1")
    print(f"exponent x = {x:.5f}")
    print(f"P formula = {-np.expm1(-x):.5f}")
    print(f"P propagated = {p:.5f}")
    print(f"kappa = {transmission(x):.5f}")
    print(f"kappa, thermal average = {thermal_transmission(x):.5f}")
    print(f"adiabatic barrier = {barrier:.5f} eV")
    print(f"class = {label(transmission(x))}")
x = exponent(V_main)
print("--- main couple, rates and electrode")
print(f"nu_el/nu = {electronic_frequency(V_main)/nu:.5f}")
print(f"Landau-Zener rate = {transmission(x)*flux:.4e} s^-1")
print(f"golden-rule rate = {golden_rate(V_main):.4e} s^-1")
print(f"equivalent metal width Gamma = {1e3*Gamma:.4f} meV")
print(f"metal sum / effective-coupling rate = {metal_ratio:.4f}")
print(f"kappa with tenfold slower solvent = {transmission(slow):.4f}")
for target in (0.1, 0.5, 0.9):
    print(f"V at kappa {target:.1f} = {1e3*boundary(target):.3f} meV")
print("verified")
```

Printed output:

```
temperature = 298.15 K
kT = 25.693 meV
reorganisation energy = 1.00 eV
angular solvent frequency = 1.00e+13 s^-1
solvent frequency nu = 1.5915e+12 s^-1
hbar*omega = 6.582 meV
mean speed of q = 9.0433e+11 s^-1
gap rate at mean speed = 1.8087e+12 eV/s
Landau-Zener time = 19.08 fs
return time on donor curve = 35.79 fs
diabatic crossing height = 0.2500 eV
Boltzmann factor of crossing = 5.9446e-05
--- coupling V = 2.0 meV
nu_el = 6.7199e+10 s^-1
exponent x = 0.02111
P formula = 0.02089
P propagated = 0.02089
kappa = 0.04093
kappa, thermal average = 0.03899
adiabatic barrier = 0.24800 eV
class = nonadiabatic
--- coupling V = 10.0 meV
nu_el = 1.6800e+12 s^-1
exponent x = 0.52778
P formula = 0.41009
P propagated = 0.41009
kappa = 0.58165
kappa, thermal average = 0.49667
adiabatic barrier = 0.24010 eV
class = intermediate
--- coupling V = 30.0 meV
nu_el = 1.5120e+13 s^-1
exponent x = 4.75004
P formula = 0.99135
P propagated = 0.99135
kappa = 0.99566
kappa, thermal average = 0.96487
adiabatic barrier = 0.22090 eV
class = adiabatic
--- main couple, rates and electrode
nu_el/nu = 0.04222
Landau-Zener rate = 3.8720e+06 s^-1
golden-rule rate = 3.9948e+06 s^-1
equivalent metal width Gamma = 0.3114 meV
metal sum / effective-coupling rate = 0.9447
kappa with tenfold slower solvent = 0.3198
V at kappa 0.1 = 3.201 meV
V at kappa 0.5 = 8.765 meV
V at kappa 0.9 = 17.972 meV
verified
```
